\section*{Spectral moments and lineshape errors in the Williams-Lax approximation, part 1}

(Sections cited here and not found follow in the second part.)

Take one vibrational mode of frequency $\omega$ at zero temperature, with the dimensionless coordinate $q=(a+a^\dagger)/\sqrt2$ and $[a,a^\dagger]=1$. In the initial electronic state the nuclei move under $H_i=\hbar\omega(a^\dagger a+\tfrac12)$. In the final electronic state they move under $H_f=H_i+V$, where the vertical gap $V(q)$ is the electronic excitation energy with the nuclei clamped at $q$. Let it be linear, $V=E_v-gq$ with $g=\sqrt{2S}\,\hbar\omega$, which defines the Huang-Rhys factor $S$. Then $V=E_v-\sqrt S\,\hbar\omega(a+a^\dagger)$. The operator $\tilde a=a-\sqrt S$ has the same commutator as $a$ and obeys $\tilde a^\dagger\tilde a=a^\dagger a-\sqrt S(a+a^\dagger)+S$, so that
\begin{equation}
H_f=\hbar\omega\left(\tilde a^\dagger\tilde a+\tfrac12\right)+E_{\rm ZPL},\qquad E_{\rm ZPL}=E_v-S\hbar\omega .
\label{eq:displaced}
\end{equation}
Absorption from the ground state $|0_i\rangle$ to the level $|m_f\rangle$ occurs at $E_{\rm ZPL}+m\hbar\omega$, and $m=0$ is the zero-phonon line. If the transition dipole does not depend on $q$, the weight of a line is the Franck-Condon factor $|\langle m_f|0_i\rangle|^2$. Since $a|0_i\rangle=0$ means $\tilde a|0_i\rangle=-\sqrt S|0_i\rangle$, and $\langle m_f|=\langle 0_f|\tilde a^m/\sqrt{m!}$, the overlap is $(-\sqrt S)^m\langle0_f|0_i\rangle/\sqrt{m!}$. The squares must add to one, which fixes $|\langle 0_f|0_i\rangle|^2=e^{-S}$ and gives the Poisson weights $W_m=e^{-S}S^m/m!$. Their transform is $\sum_mW_me^{-im\tau}=\exp[S(e^{-i\tau}-1)]$. The cumulants of a distribution are the coefficients of $(-i\tau)^k/k!$ in the logarithm of this transform; the first three are the mean, the variance and the third central moment $\mu_3$, and the fourth is $\mu_4-3\mu_2^2$. Here the logarithm is $S\sum_{k\ge1}(-i\tau)^k/k!$, so every cumulant of $m$ equals $S$. In energy, the mean is $E_{\rm ZPL}+S\hbar\omega=E_v$, and $\kappa_k=S(\hbar\omega)^k$ for $k\ge2$.

The same spectrum can be estimated without the final vibrational states. Draw $q$ from the ground-state density $P(q)=\pi^{-1/2}e^{-q^2}$, clamp the nuclei there, and record a line at $V(q)$. Since $q$ is Gaussian with variance $\tfrac12$ and $V$ is linear, the histogram is a Gaussian with mean $E_v$ and variance $g^2/2=S(\hbar\omega)^2$, and all its higher cumulants vanish. Area, mean and variance agree with the Poisson series; the third cumulant does not. With the round parameters $\hbar\omega=30$ meV, $S=5$, $E_{\rm ZPL}=2.000$ eV, both descriptions give the mean $2.150$ eV and the width $\sigma=30\sqrt5=67.08$ meV. The exact $\kappa_3$ is $5\times30^3=1.35\times10^5$ meV$^3$, a skewness $\kappa_3/\sigma^3=S^{-1/2}=0.447$, against zero for the Gaussian. The exact spectrum has no weight below $E_{\rm ZPL}$ and starts with a line of weight $e^{-5}=0.00674$. The Gaussian puts weight below $E_{\rm ZPL}$ for all $q>S\hbar\omega/g=\sqrt{S/2}$, a fraction $\tfrac12\,{\rm erfc}\sqrt{S/2}=0.0127$ of the total. The clamped-nuclei histogram is the Williams-Lax spectrum of this model, and the agreement through second order does not depend on the model being harmonic or on the temperature being zero. It does depend on the dipole being constant.

For the general case let $Q=\{Q_\alpha\}$ be nuclear coordinates with masses $M_\alpha$, and write $\partial_\alpha=\partial/\partial Q_\alpha$. The states are Born-Oppenheimer products of an electronic function, parametric in $Q$, and a nuclear function $\chi(Q)$, with all nonadiabatic couplings dropped. The nuclear Hamiltonians are
\begin{equation}
H_i=T+U_i(Q),\qquad H_f=T+U_f(Q)=H_i+V(Q),\qquad T=-\sum_\alpha\frac{\hbar^2}{2M_\alpha}\partial_\alpha^2 ,
\end{equation}
with $V=U_f-U_i$. Both are real operators, so the eigenfunctions $\chi_n$ of $H_i$ can be chosen real; this excludes magnetic fields and geometric vector potentials acting on the nuclei. The electronic matrix element of the dipole along the polarization is a function $d(Q)$, possibly complex. The golden-rule lineshape, with Boltzmann weights $p_n=e^{-\beta E_n}/Z$ for the initial levels $E_n$ of $H_i$, is the Franck-Condon sum
\begin{equation}
I(E)=\sum_{n,m}p_n\,\bigl|\langle m_f|d|n\rangle\bigr|^2\,\delta\!\left(E-E^f_m+E_n\right).
\label{eq:fc}
\end{equation}
A continuum of final levels turns the sum over $m$ into a sum plus an integral and changes nothing below. Powers of the photon energy that convert $I$ into a cross section are left out. They matter for counting moments: the $k$-th moment of $E\,I(E)$ is the $(k+1)$-th moment of $I$, so each factor of $E$ lowers by one the highest order that is preserved.

For any function $F$, the spectral decomposition of $H_f$ reads $F(H_f)=\sum_m|m_f\rangle F(E^f_m)\langle m_f|$. Writing the squared modulus in \eqref{eq:fc} as $\langle n|d^*|m_f\rangle\langle m_f|d|n\rangle$ and taking $F(\epsilon)=\delta(E-\epsilon+E_n)$ removes the final states exactly:
\begin{equation}
I(E)=\sum_np_n\langle n|\,d^*\,\delta\!\left(E-V-K_n\right)d\,|n\rangle,\qquad K_n=H_i-E_n .
\label{eq:closure}
\end{equation}
The operator $K_n$ is Hermitian and annihilates $\chi_n$. It measures how far the state it acts on departs in energy, on the initial surface, from $E_n$. The Williams-Lax approximation drops $K_n$ inside the delta function. The remaining operator is a function of $Q$ alone, the expectation value becomes an integral over $\chi_n^2$, and the sum over $n$ collects into the nuclear density:
\begin{equation}
I_{\rm WL}(E)=\int dQ\,P(Q)\,|d(Q)|^2\,\delta\!\left(E-V(Q)\right),\qquad P(Q)=\sum_np_n\chi_n(Q)^2 .
\label{eq:wl}
\end{equation}
The factor $|d|^2\delta(E-V)$ is the spectrum of the electrons with ions clamped at $Q$. With several final electronic states, each has its own $d$ and $V$, the sums \eqref{eq:fc} add, and \eqref{eq:wl} becomes the average of the whole clamped-ion spectrum; every statement below then holds state by state, as long as the final surfaces are uncoupled. $P$ is the quantum density and contains the zero-point motion, so the approximation concerns the nuclear dynamics during the transition and not the initial distribution. From here on $\langle\cdot\rangle$ denotes the average over $P$. In one dimension the rule $\delta(E-V(Q))=\sum_r\delta(Q-Q_r)/|V'(Q_r)|$, with $V(Q_r)=E$, gives $I_{\rm WL}=\sum_rP|d|^2/|V'|$ evaluated at the roots. Near an extremum of $V$ at energy $E_0$ with $V''\neq0$ and $P|d|^2\neq0$ one has $|V'|\propto|E-E_0|^{1/2}$, so $I_{\rm WL}$ has an inverse square-root edge there and this pair of roots contributes nothing on the other side.

The time domain shows what dropping $K_n$ means. Define $G(t)=\int I(E)e^{-iEt/\hbar}dE$. From \eqref{eq:closure}, with $V+K_n=H_f-E_n$ and $e^{iE_nt/\hbar}\langle n|=\langle n|e^{iH_it/\hbar}$,
\begin{align}
G(t)&=\sum_np_n\langle n|e^{iH_it/\hbar}d^*e^{-iH_ft/\hbar}d|n\rangle={\rm Tr}\left[\rho\,d^*(t)\,U(t)\,d\right],\label{eq:G}\\
U(t)&=e^{iH_it/\hbar}e^{-iH_ft/\hbar},\nonumber
\end{align}
where $\rho=e^{-\beta H_i}/Z$, $X(t)=e^{iH_it/\hbar}Xe^{-iH_it/\hbar}$, and $1=e^{-iH_it/\hbar}e^{iH_it/\hbar}$ was inserted after $d^*$. Differentiating, $i\hbar\dot U=e^{iH_it/\hbar}(-H_i+H_f)e^{-iH_ft/\hbar}=V(t)U$ with $U(0)=1$, so $U$ is the ordered exponential of $-\frac{i}{\hbar}\int_0^tV(s)ds$ with later times to the left. Replacing $V(s)$ and $d^*(t)$ by their values at time zero gives $U\to e^{-iVt/\hbar}$ and $G_{\rm WL}=\langle|d|^2e^{-iVt/\hbar}\rangle$, which is the transform of \eqref{eq:wl}. The nuclei are frozen for the duration $t$, so the formula is a short-time approximation. The Taylor coefficients of $G$ at $t=0$ are the moments $M_k=\int E^kI\,dE$, through $G=\sum_kM_k(-it/\hbar)^k/k!$, and the order in $t$ at which freezing first fails is the order of the first moment that is lost.

Assume that $V$ and $d$ are smooth and that the moments considered are finite. Integrating $E^k$ against \eqref{eq:closure} and \eqref{eq:wl},
\begin{equation}
M_k=\sum_np_n\langle n|d^*(V+K_n)^kd|n\rangle,\qquad M_k^{\rm WL}=\langle|d|^2V^k\rangle,\qquad \Delta_k\equiv M_k-M_k^{\rm WL}.
\label{eq:moments}
\end{equation}
All low-order differences follow from the action of $K_n$ on a product $B(Q)\chi_n$. The potential commutes with $B$ and $K_n\chi_n=0$, so $K_nB\chi_n=[T,B]\chi_n$. The product rule $\partial^2(B\chi)=(\partial^2B)\chi+2\,\partial B\,\partial\chi+B\,\partial^2\chi$ then gives
\begin{equation}
K_nB\chi_n=[T,B]\chi_n=-\sum_\alpha\frac{\hbar^2}{2M_\alpha}\left[(\partial_\alpha^2B)\chi_n+2\,\partial_\alpha B\,\partial_\alpha\chi_n\right].
\label{eq:KB}
\end{equation}
Multiply by $A^*\chi_n$. Because $\chi_n$ is real, $\chi_n$ times the square bracket is the total derivative $\partial_\alpha(\chi_n^2\,\partial_\alpha B)$. One integration by parts, with no boundary term for a bound state, moves the derivative onto $A^*$ and cancels the minus sign:
\begin{equation}
\langle n|A^*K_nB|n\rangle=\sum_\alpha\frac{\hbar^2}{2M_\alpha}\langle n|\,\partial_\alpha A^*\,\partial_\alpha B\,|n\rangle .
\label{eq:lemma}
\end{equation}
The right side is again an average over $\chi_n^2$, so its thermal sum is an average over $P$. The operator fact behind it is that $[T,B]$ is first order in the derivative, so that a second commutator is a plain function: in one dimension $[T,B]=-(\hbar^2/2M)(B''+2B'\partial)$ and $[A,\partial]=-A'$ give $[A,[T,B]]=(\hbar^2/M)A'B'$.

For a general dipole, $k=0$ in \eqref{eq:moments} contains no $K_n$, so $\Delta_0=0$: the integrated intensity $\langle|d|^2\rangle$ is always exact. For $k=1$ the extra term is \eqref{eq:lemma} with $A=B=d$. For $k=2$, hermiticity gives $\langle n|d^*(V+K_n)^2d|n\rangle=\|(V+K_n)d\chi_n\|^2=\|Vd\chi_n\|^2+2\,{\rm Re}\langle n|(Vd)^*K_nd|n\rangle+\|K_nd\chi_n\|^2$. The first piece is the Williams-Lax term, the second is \eqref{eq:lemma} with $A=Vd$, $B=d$, and the third is the norm of \eqref{eq:KB}. Hence
\begin{align}
\Delta_0&=0,\qquad \Delta_1=\sum_\alpha\frac{\hbar^2}{2M_\alpha}\left\langle|\partial_\alpha d|^2\right\rangle\ \ge 0,\label{eq:d1}\\
\Delta_2&=\sum_\alpha\frac{\hbar^2}{M_\alpha}\,{\rm Re}\left\langle\partial_\alpha(Vd)^*\,\partial_\alpha d\right\rangle+\sum_np_n\bigl\|[T,d]\chi_n\bigr\|^2 .\label{eq:d2}
\end{align}
If $d$ varies anywhere that $P$ is nonzero, $\Delta_1$ is strictly positive. Since $M_0$ is shared, the exact mean $M_1/M_0$ then lies above the Williams-Lax mean by $\Delta_1/M_0$. The reason is visible in \eqref{eq:closure}: the state placed on the final surface is $d\chi_n$, which is not an eigenstate of $H_i$, and $\langle n|d^*K_nd|n\rangle$ is the vibrational energy that multiplication by $d$ has added to it. The sign of $\Delta_2$ is not fixed.

In the Condon case $d$ is constant, and we set $d=1$. All derivatives of $d$ vanish, so $\Delta_0=\Delta_1=\Delta_2=0$. Directly, $(V+K_n)\chi_n=V\chi_n$, so that the outermost factor on each side of $(V+K_n)^k$ may be replaced by $V$:
\begin{equation}
M_1=\langle V\rangle,\qquad M_k=\sum_np_n\langle n|V(V+K_n)^{k-2}V|n\rangle\quad(k\ge2).
\end{equation}
This gives $M_2=\langle V^2\rangle$, and it shows that the Condon moment of order $k$ is the moment of order $k-2$ for a fictitious dipole $d=V$. The corresponding Williams-Lax moments match as well, since $\langle V^2V^{k-2}\rangle=\langle V^k\rangle$. Setting $d=V$ in \eqref{eq:d1} and \eqref{eq:d2}, with $\partial_\alpha(V^2)=2V\partial_\alpha V$,
\begin{align}
\Delta_3&=\sum_\alpha\frac{\hbar^2}{2M_\alpha}\left\langle(\partial_\alpha V)^2\right\rangle\ \ge0,\label{eq:d3}\\
\Delta_4&=\sum_\alpha\frac{2\hbar^2}{M_\alpha}\left\langle V(\partial_\alpha V)^2\right\rangle+\sum_np_n\bigl\|[T,V]\chi_n\bigr\|^2 .\label{eq:d4}
\end{align}
In the Condon case the Williams-Lax formula therefore preserves $M_0$, $M_1$ and $M_2$, for any potentials and any temperature. It underestimates $M_3$ in absorption. The density $P$ contains the nodeless ground state and is positive everywhere, so $\Delta_3=0$ only if $V$ is constant, where the spectrum is one sharp line. The third cumulant is $M_3-3M_1M_2+2M_1^3$, and since $M_1$ and $M_2$ are shared, $\Delta_3$ is also the error in $\kappa_3$. A shift of the energy zero adds a constant to $V$, so the error in the fourth central moment is \eqref{eq:d4} with $V$ replaced by $V-\langle V\rangle$; because $\mu_2$ is shared, this is also the error in $\kappa_4$.

The Taylor series now gives $G-G_{\rm WL}=(-it/\hbar)^3\Delta_3/6+(t/\hbar)^4\Delta_4/24+O(t^5)$. The ordered exponential reproduces the leading term and identifies its source. The first-order term of $U$ contains ${\rm Tr}[\rho V(s)]=\langle V\rangle$, which is independent of $s$ because $\rho$ commutes with $H_i$. The second-order term is $-\hbar^{-2}\int_0^tds_1\int_0^{s_1}ds_2\,C(s_1-s_2)$ with $C(s)={\rm Tr}[\rho V(s)V]$. Its slope is $C'(0)=(i/\hbar){\rm Tr}\,\rho[H_i,V]V=(i/\hbar)\sum_np_n\langle n|(E_nV-VH_i)V|n\rangle=-(i/\hbar)\Delta_3$. With $\int_0^tds_1\int_0^{s_1}ds_2\,(s_1-s_2)=t^3/6$ the correction is $i\,t^3\Delta_3/6\hbar^3$, equal to $(-it/\hbar)^3\Delta_3/6$ since $(-i)^3=i$. The overall shape of a band of width $\sigma=\kappa_2^{1/2}$ is set by $|t|\lesssim\hbar/\sigma$, where the cubic term is of size $\Delta_3/6\sigma^3$. In the linear model $\Delta_3/\sigma^3$ sets the leading error of the envelope under the conditions given after \eqref{eq:edge}. Quanta small against $\sigma$ are not enough for this: at $t=\hbar/\sigma$ the ratio of the cubic to the quartic term in the linear model is $4\sqrt{S/c}$, with $c=\coth(\beta\hbar\omega/2)$, so for a mode hot and weakly coupled enough that $c>16S$ the quartic term is the larger one. A small ratio is not necessary in general. At zero temperature an added linear mode with quantum $\hbar\Omega\gg\sigma$ and Huang-Rhys factor $S_\Omega=(\sigma/\hbar\Omega)^3$ contributes $\sigma^3$ to $\Delta_3$, yet it adds only the fraction $\sigma/\hbar\Omega$ to the variance and moves only a weight of about $S_\Omega$ into a distant sideband. Structure finer than $\sigma$ comes from later times. The frozen form can have sharp features of its own, such as the square-root edge at an extremum of $V$, but in the linear model it decays as $e^{-\sigma^2t^2/2\hbar^2}$, while the exact $|G|$ returns to one after each vibrational period. The separate vibronic lines that these recurrences produce are absent from the frozen form however small this ratio is.

In emission the system starts in level $n$ of $H_f$ with thermal weights, and the photon energy is $E^f_n-E_m$. Closure over the levels of $H_i$ gives the operator $E_n^f-H_i=V-K^f_n$ with $K^f_n=H_f-E^f_n$, because $H_i=H_f-V$. Everything above repeats with $K_n\to-K_n^f$ and with $P$ replaced by the thermal density $P_f$ of the final surface. The lemma holds for $K^f_n$ because $T$ is the same. For constant $d$, $M_0$ to $M_2$ are again exact, and $M_3=\langle V^3\rangle_f-\sum_\alpha(\hbar^2/2M_\alpha)\langle(\partial_\alpha V)^2\rangle_f$: the error changes sign.

For a constant dipole the Williams-Lax formula preserves $M_0$, $M_1$ and $M_2$ and first fails at $M_3$, with an error that changes sign between absorption and emission; if the dipole varies with the nuclear coordinates, only the integrated intensity $M_0$ is always exact. What remains is to test these identities numerically, to solve the linear model at finite temperature, and to work through examples with a frequency change and with a coordinate-dependent dipole.

All numerical values are calculated from the stated model.
